# Probability that a surrogate model orders two polymorphs correctly

A surrogate model, such as a fitted interatomic potential, predicts the energies of two polymorphs A and B of one compound. The true energies are $E_A$ and $E_B$, with $\Delta=E_B-E_A>0$, so that A is the stable phase. The predictions are

$$\tilde E_A=E_A+e_A,\qquad \tilde E_B=E_B+e_B .$$

Unless a part says otherwise, $e_A$ and $e_B$ are independent normal errors with zero mean and standard deviations $\sigma_A$ and $\sigma_B$. All energies and errors are per atom. "True" means the energy against which the errors were measured. If that reference is a density-functional calculation, the probabilities below concern the order given by that functional, and the functional's own error is left out.

The standard normal distribution function is

$$\Phi(z)=\frac{1}{\sqrt{2\pi}}\int_{-\infty}^{z}e^{-t^2/2}\,dt .$$

## Part (a)

**Question.** Find the probability $P$ that the model predicts the correct order, for any $\Delta$, $\sigma_A$ and $\sigma_B$. Do not assume the rule for adding variances.

**Answer.** The predicted gap is

$$D=\tilde E_B-\tilde E_A=\Delta+e_B-e_A .$$

The order is correct when $D>0$. A tie, $D=0$, has probability zero because the errors are continuous.

Measure each error in units of its own standard deviation: $u=e_A/\sigma_A$ and $v=e_B/\sigma_B$. Independence makes the joint density a product, and the factor $\sigma_A\sigma_B$ from $de_A\,de_B=\sigma_A\sigma_B\,du\,dv$ cancels the one in its normalization. The density in the $(u,v)$ plane is therefore

$$f(u,v)=\frac{1}{2\pi}e^{-(u^2+v^2)/2}.$$

The condition $D>0$ reads $\Delta+\sigma_Bv-\sigma_Au>0$, or

$$\sigma_Au-\sigma_Bv<\Delta .$$

This is a half-plane with a straight edge. Let $s=\sqrt{\sigma_A^2+\sigma_B^2}$, and choose one new axis perpendicular to the edge and one along it:

$$p=\frac{\sigma_Au-\sigma_Bv}{s},\qquad q=\frac{\sigma_Bu+\sigma_Av}{s}.$$

In $p^2+q^2$ the cross terms $-2\sigma_A\sigma_Buv$ and $+2\sigma_A\sigma_Buv$ cancel, leaving

$$p^2+q^2=\frac{(\sigma_A^2+\sigma_B^2)(u^2+v^2)}{s^2}=u^2+v^2 .$$

The determinant of the transformation is $(\sigma_A^2+\sigma_B^2)/s^2=1$, so areas are unchanged too. The condition has become $p<\Delta/s$, with no restriction on $q$:

$$P=\left[\frac{1}{\sqrt{2\pi}}\int_{-\infty}^{\Delta/s}e^{-p^2/2}dp\right]\left[\frac{1}{\sqrt{2\pi}}\int_{-\infty}^{\infty}e^{-q^2/2}dq\right].$$

The second bracket equals one. To see this, call its integral $I$ and evaluate the square in polar coordinates: $I^2=\int_0^\infty 2\pi r\,e^{-r^2/2}dr=2\pi$. Hence

$$P=\Phi\!\left(\frac{\Delta}{\sqrt{\sigma_A^2+\sigma_B^2}}\right).$$

The same argument with any other threshold in place of $D>0$ shows that $D$ is normal with mean $\Delta$ and standard deviation $s$. Independent errors add in quadrature, even though the energies are subtracted.

## Part (b)

**Question.** Take $\Delta=20$ meV/atom and $\sigma_A=\sigma_B=\sigma=10$ meV/atom. Evaluate $P$ by hand, with a bound on the error of the evaluation.

**Answer.** The predicted gap has standard deviation $s=\sqrt2\times10=14.14$ meV/atom. The argument of $\Phi$ is $z=20/14.14=\sqrt2$.

The normal density is even, so half the probability lies below zero:

$$P=\frac12+\frac{1}{\sqrt{2\pi}}\int_0^{z}e^{-t^2/2}dt .$$

Substitute $t=\sqrt2\,y$. Then $dt=\sqrt2\,dy$, the prefactor becomes $1/\sqrt\pi$, and the upper limit becomes $z/\sqrt2=\Delta/(2\sigma)=1$:

$$P=\frac12+\frac{1}{\sqrt\pi}\int_0^1e^{-y^2}dy .$$

The series $e^{-y^2}=\sum_n(-1)^ny^{2n}/n!$ converges uniformly on this interval and may be integrated term by term:

$$P=\frac12+\frac{1}{\sqrt\pi}\sum_{n=0}^{\infty}\frac{(-1)^n}{n!\,(2n+1)} .$$

The first seven terms of the sum are

$$1-\frac13+\frac1{10}-\frac1{42}+\frac1{216}-\frac1{1320}+\frac1{9360}=0.74684 .$$

Division by $\sqrt\pi=1.77245$ gives $0.42136$, so $P\approx0.92136$.

The terms alternate in sign. The ratio of the magnitude of term $n+1$ to that of term $n$ is $(2n+1)/[(n+1)(2n+3)]$, which is below one, so they also shrink steadily. The remainder is then smaller than the first omitted term, which is $1/(75600\sqrt\pi)=7.5\times10^{-6}$. To the precision that the inputs deserve,

$$P\approx0.92 .$$

Two separate evaluations support this. Numerical integration of the joint error density over the region $D>0$ gives 0.921350. Among 2,000,000 random pairs of predictions, a fraction 0.92114 has the correct order, with a standard error of 0.00019.

The chance of a wrong order is thus about 0.08, or one pair in thirteen. This is a frequency over many pairs with the same true gap and the same error statistics. For one given pair, a deterministic model is either right or wrong, and running it again does not draw new errors.

## Part (c)

**Question.** Discuss small and large gaps. What happens if one of the two energies is known without error? What $\sigma$, equal for both phases, would give $P=0.95$ at the same gap?

**Answer.** For $\Delta\ll s$ the integrand in $\Phi$ is nearly constant between zero and $\Delta/s$, so

$$P\approx\frac12+\frac{\Delta}{s\sqrt{2\pi}} .$$

At zero gap the prediction is a coin toss. For a large gap, let $z=\Delta/s$. Throughout the tail $t\ge z$, so inserting the factor $t/z\ge1$ can only raise the integral:

$$1-P=\frac{1}{\sqrt{2\pi}}\int_z^\infty e^{-t^2/2}dt\le\frac{1}{\sqrt{2\pi}}\int_z^\infty\frac tz\,e^{-t^2/2}dt=\frac{e^{-z^2/2}}{z\sqrt{2\pi}} .$$

Normal errors therefore make a wrong order very rare once the gap is several times $s$. This conclusion relies on the far tails of the error distribution, which part (f) examines.

If $E_B$ is known without error, then $s=\sigma_A=10$ meV/atom and $P=\Phi(2)=0.977$. The fall from 0.977 to 0.921 is the price of the second uncertain energy.

For a target of 0.95, use $\Phi(1.645)=0.95$ and solve $\Delta/(\sqrt2\,\sigma)=1.645$:

$$\sigma=\frac{20}{1.414\times1.645}=8.6\ \text{meV/atom}.$$

## Part (d)

**Question.** The two errors come from one model and may be related. Let them be jointly normal with correlation coefficient $\rho$, where $|\rho|<1$, and let $e_B-e_A$ have mean $b$. Generalize $P$. Evaluate it for $\rho=\pm0.5$ without bias, and for $b=-5$ meV/atom without correlation.

**Answer.** An offset common to both predictions cancels in $D$, so the whole of $b$ may be assigned to $e_B$. Correlated normal errors can be built from two independent standard normal variables $u$ and $v$:

$$e_A=\sigma_Au,\qquad e_B=b+\sigma_B\left(\rho u+\sqrt{1-\rho^2}\,v\right).$$

The variance of $e_B$ is $\sigma_B^2(\rho^2+1-\rho^2)=\sigma_B^2$, and its covariance with $e_A$ is $\rho\sigma_A\sigma_B$, as required. The condition $D>0$ becomes

$$(\sigma_A-\rho\sigma_B)\,u-\sigma_B\sqrt{1-\rho^2}\,v<\Delta+b .$$

This is again a half-plane, and the rotation of part (a) applies with these two coefficients in place of $\sigma_A$ and $\sigma_B$. The sum of their squares is

$$s_\rho^2=\sigma_A^2-2\rho\sigma_A\sigma_B+\rho^2\sigma_B^2+(1-\rho^2)\sigma_B^2=\sigma_A^2+\sigma_B^2-2\rho\sigma_A\sigma_B ,$$

and hence

$$P=\Phi\!\left(\frac{\Delta+b}{s_\rho}\right).$$

For equal errors $s_\rho=\sigma\sqrt{2(1-\rho)}$. The requested cases, all at $\Delta=20$ meV/atom and $\sigma=10$ meV/atom, are:

- $\rho=+0.5$, $b=0$: $s_\rho=10.0$ meV/atom and $P=0.977$.
- $\rho=-0.5$, $b=0$: $s_\rho=17.3$ meV/atom and $P=0.876$.
- $\rho=0$, $b=-5$ meV/atom: $P=\Phi(15/14.14)=0.856$.

Positive correlation means that the model tends to err in the same direction for both phases, and whatever part of the error is equal in both drops out of the gap. As $\rho\to1$ with equal $\sigma$, the spread vanishes. Then $P\to1$ if $\Delta+b>0$, but $P\to0$ if $\Delta+b<0$. Cancellation of random errors is no help against a negative bias $b$ whose magnitude exceeds the gap.

## Part (e)

**Question.** Suppose instead that 20 meV/atom is the gap $d$ that the model *predicts*, while the true gap $g$, which may have either sign, is unknown. Return to independent, unbiased errors. Find the probability that the order is correct, first for a flat prior on $g$ and then for a normal prior with zero mean and standard deviation $\tau=20$ meV/atom.

**Answer.** From part (a), the probability density of predicting $d$ when the true gap is $g$ is proportional to $e^{-(d-g)^2/(2s^2)}$. Bayes' rule multiplies this by the prior. With a flat prior, $g$ is normal about $d$ with standard deviation $s$, and

$$P(g>0\,|\,d)=\Phi(d/s)=0.921 .$$

The number is that of part (b), but the statement is different: the predicted gap is now fixed and the true one is uncertain.

With the normal prior, the exponent is

$$-\frac{g^2}{2\tau^2}-\frac{(g-d)^2}{2s^2}=-\frac12\left[g^2\left(\frac1{\tau^2}+\frac1{s^2}\right)-\frac{2gd}{s^2}+\frac{d^2}{s^2}\right].$$

Define $w$ by $1/w^2=1/\tau^2+1/s^2$, so that $w=\tau s/\sqrt{\tau^2+s^2}$. Completing the square gives $-(g-m)^2/(2w^2)$ plus a term without $g$, with

$$m=\frac{d\,w^2}{s^2}=\frac{d\,\tau^2}{\tau^2+s^2} .$$

The true gap is then normal with mean $m$ and standard deviation $w$, so

$$P(g>0\,|\,d)=\Phi\!\left(\frac mw\right)=\Phi\!\left(\frac{d\,\tau}{s\sqrt{\tau^2+s^2}}\right).$$

Here $s^2=200$ and $\tau^2=400$ in (meV/atom)$^2$. The argument is $20\times20/(14.14\times24.49)=1.155$, and the probability is 0.876. The prior holds small gaps to be more common than large ones, so a predicted gap of 20 meV/atom is partly attributed to error: its best estimate shrinks to $m=13.3$ meV/atom. For $\tau\to\infty$ the flat-prior result returns.

The value 0.876 also appeared for $\rho=-0.5$ in part (d). With these round parameters both arguments equal $2/\sqrt3$; the two effects are otherwise unrelated.

## Part (f)

**Question.** Return to a known true gap of 20 meV/atom. (i) The quoted 10 meV/atom turns out to be a mean absolute error. Find $P$ for normal errors. (ii) The standard deviation is 10 meV/atom, but the errors follow a Student distribution with 5 degrees of freedom, for which numerical integration gives $P=0.932$. Comment.

**Answer.** (i) For a normal error with zero mean,

$$\langle|e|\rangle=\frac{2}{\sigma\sqrt{2\pi}}\int_0^\infty e\,e^{-e^2/(2\sigma^2)}de=\frac{2\sigma^2}{\sigma\sqrt{2\pi}}=\sigma\sqrt{\frac2\pi} .$$

Hence $\sigma=10\sqrt{\pi/2}=12.5$ meV/atom, and

$$P=\Phi\!\left(\frac{20}{\sqrt2\times12.53}\right)=0.870 .$$

The chance of a wrong order rises from 0.08 to 0.13 through the meaning of the word "error" alone.

(ii) The heavy-tailed errors give a slightly *higher* probability than the normal value of 0.921. A plausible reading, not proved here, is that at fixed standard deviation the rare large errors use up much of the variance, so that typical errors are smaller, and a gap of $1.4\,s$ is still governed by typical errors.

The advantage cannot persist at large gaps. The order is certainly wrong if $e_A>\Delta$ while $e_B<0$. By independence and symmetry,

$$1-P\ge\tfrac12\,\mathrm{Prob}(e_A>\Delta) .$$

The density of this Student distribution falls as $|e|^{-6}$, so the right side falls as $\Delta^{-5}$. The normal result of part (c) falls faster than any power. For sufficiently large gaps, heavy tails therefore make wrong orders more frequent than the normal formula says.

## Part (g)

**Question.** The stable phase is decided by free energy, and in a thin film also by surfaces. Estimate two corrections to the gap, each taken alone:

1. Each atom has three harmonic oscillators of quantum 40.0 meV in A and 39.2 meV in B. Consider 300 K and 700 K.
2. The film consists of spherical grains of diameter 10 nm with 0.012 nm³ per atom. The surface energy of B is lower by 0.1 J/m².

Find $P$ if each correction is known exactly and included in the prediction. What changes if it is left out?

**Answer.** *Vibrations.* An oscillator with quantum $\varepsilon$ has levels $\varepsilon(n+\frac12)$. Its partition function is a geometric series, $Z=e^{-\varepsilon/2k_BT}/(1-e^{-\varepsilon/k_BT})$. With $F=-k_BT\ln Z$ for each of three oscillators,

$$F=3\left[\frac{\varepsilon}{2}+k_BT\ln\!\left(1-e^{-\varepsilon/k_BT}\right)\right],\qquad \frac{dF}{d\varepsilon}=3\left[\frac12+\frac{1}{e^{\varepsilon/k_BT}-1}\right].$$

The quantum changes by only $-0.8$ meV, so the slope at the midpoint, 39.6 meV, suffices. At 300 K, $k_BT=25.85$ meV and the shift of the gap is

$$F_B-F_A\approx-0.8\times3\times(0.5+0.276)=-1.86\ \text{meV/atom}.$$

At 700 K, $k_BT=60.32$ meV and the second term in the bracket is 1.078, which gives $-3.79$ meV/atom. The softer phase gains more from heating. The corrected gaps are 18.14 and 16.21 meV/atom. With $s$ held at 14.14 meV/atom, $P=0.900$ and $0.874$.

*Surface.* A grain of radius $r$ contains $N=4\pi r^3/(3v)$ atoms, where $v$ is the volume per atom; here $N\approx4.4\times10^4$. With $\gamma$ the surface-energy difference, the shift per atom is

$$-\frac{4\pi r^2\gamma}{N}=-\frac{3\gamma v}{r}=-\frac{3\times0.1\times1.2\times10^{-29}}{5\times10^{-9}}\ \text{J}=-7.2\times10^{-22}\ \text{J},$$

or $-4.49$ meV/atom. The gap becomes 15.51 meV/atom and $P=0.864$. The shift varies as $1/r$, so at fixed $\gamma$ it would cancel the 20 meV/atom gap at a diameter of about 2.2 nm, where a continuum surface energy is itself doubtful.

*Corrections left out.* The predicted order then still depends on $\Delta+e_B-e_A$, and its probability of placing A lower remains 0.921. Since A also remains lower after each correction, the model names the stable phase with that same probability. Had a correction reversed the true order, naming A would be the wrong answer, and the probability of success would drop to 0.079.

*A real case.* Hafnia in ferroelectric memories sets a comparable problem. Its polar orthorhombic phase lies above the monoclinic one by very roughly 20 meV/atom in common density-functional calculations, and films are of the order of 10 nm thick. The error, the softening and the surface-energy difference used here are round model values, not data for hafnia. Real films break the assumption of an isolated bulk crystal: for the parameters above, surfaces alone, when included in the prediction, move $P$ from 0.92 to 0.86. That estimate treats each grain as a free sphere. In a dense film the grains touch each other and the electrodes, so interface energies largely take the place of free-surface energies, and the shift may differ in size and even in sign. Strain, dopants and the kinetics of crystallization are not included either. The result is therefore a probability of ranking two energies correctly, and not the probability that a film crystallizes in phase A.

The check's output lists the main numerical results.

## Table of computed values

```
True gap: 20.0 meV/atom
Standard deviation of each error: 10.0 meV/atom
Standard deviation of predicted gap: 14.142 meV/atom
Same, from random samples: 14.141 meV/atom
Gap over its standard deviation z: 1.41421 (no unit)
Series variable x = gap/(2 sigma): 1.000 (no unit)
P correct, formula: 0.921350 (probability)
P correct, 2D integration: 0.921350 (probability)
Number of random samples: 2000000 (count)
P correct, sampling: 0.92114 (probability)
Standard error of sampling: 0.00019 (probability)
P wrong order: 0.078650 (probability)
Series for P with 1 terms: 1.064190 (probability)
Series for P with 2 terms: 0.876126 (probability)
Series for P with 3 terms: 0.932545 (probability)
Series for P with 4 terms: 0.919112 (probability)
Series for P with 5 terms: 0.921724 (probability)
Series for P with 6 terms: 0.921297 (probability)
Series for P with 7 terms: 0.921357 (probability)
Bound on error after last term: 7.5e-06 (probability)
P given predicted gap, flat prior: 0.9214 (probability)
Width of normal prior: 20.0 meV/atom
P given predicted gap, normal prior: 0.8759 (probability)
Sigma if MAE is 10.0 meV/atom: 12.533 meV/atom
P if quoted error is MAE: 0.8704 (probability)
Sigma needed for P = 0.95: 8.60 meV/atom
Correlation +0.5: gap spread 10.00 meV/atom, P = 0.9772
Correlation -0.5: gap spread 17.32 meV/atom, P = 0.8759
Bias -5.0 meV/atom: P = 0.8556
Student errors, 5 degrees of freedom: P = 0.9316
Einstein quantum of A: 40.0 meV
Einstein quantum of B: 39.2 meV
Vibrational gap shift at 300 K: -1.86 meV/atom
Free-energy gap at 300 K: 18.14 meV/atom, P = 0.9002
Vibrational gap shift at 700 K: -3.79 meV/atom
Free-energy gap at 700 K: 16.21 meV/atom, P = 0.8742
Grain diameter: 10.0 nm
Surface-energy difference: 0.10 J/m2
Volume per atom: 0.012 nm3
Atoms in grain: 43633 (count)
Surface gap shift: -4.49 meV/atom
Gap with surface term: 15.51 meV/atom, P = 0.8636
```
